# Bands and gaps at the barrier top of a deep lattice

A particle in a deep, smooth, periodic potential has very narrow bands far below the barrier tops and very narrow gaps far above them. Somewhere between, the two must exchange roles. At the barrier top, a semiclassical particle crosses a single barrier with probability one half. Why should this number make bands and gaps equally wide, and in which variable are they equal: phase, lattice depth or energy?

## The mechanism: one cell, repeated

Take a particle of mass \(m\) in the lattice

\[
V(x)=\frac{V_0}{2}\cos\frac{2\pi x}{d},
\]

with a barrier top at \(x=0\) and minima at \(x=\pm d/2\). Cut out the cell between these minima and attach leads in which the potential keeps its minimum value. In the leads the waves have a real wave number \(\kappa\). Let \(A,B\) be the amplitudes of the right- and left-moving waves at the left cut, and \(C,D\) those at the right cut.

For a wave incident from the left, \((A,B)=(1,r)\) gives \((C,D)=(\tau,0)\). The equation is real, so the complex conjugate is also a solution. Conjugation exchanges the directions of motion, hence \((r^*,1)\) gives \((0,\tau^*)\). Subtracting \(r\) times the second solution from the first, and \(r^*\) times the first from the second, and using \(1-|r|^2=|\tau|^2\), we find

\[
(|\tau|^2,0)\to(\tau,-r\tau^*),\qquad
(0,|\tau|^2)\to(-r^*\tau,\tau^*).
\]

After division by \(|\tau|^2\), the transfer matrix is

\[
M=\begin{pmatrix}1/\tau^*&-r^*/\tau^*\\-r/\tau&1/\tau\end{pmatrix},
\qquad \det M=\frac{1-|r|^2}{|\tau|^2}=1 .
\]

The amplitudes at a cut encode \(\psi\) and \(\psi'\) in the same way on both sides. The matrix therefore also carries a solution through one cell of the uncut lattice. A Bloch wave multiplies by \(e^{ikd}\) per cell. Since \(\det M=1\), the eigenvalues are \(e^{\pm ikd}\), and half the trace gives

\[
\cos kd=\mathrm{Re}\,\frac1\tau=\frac{\cos\Phi}{\sqrt T},
\qquad \tau=\sqrt T\,e^{i\Phi}.
\]

This relation involves no semiclassical approximation. It was tested with a band energy near the top at \(q=100\), where \(q\) is the depth parameter defined below: both sides are 0.5877853.

A real \(k\) requires \(|\cos\Phi|\le\sqrt T\). Gaps surround \(\Phi=n\pi\), where the reflections from successive barriers add in phase. Bands surround \(\Phi=(n+\tfrac12)\pi\). If \(T=\tfrac12\), the condition is \(|\cos\Phi|\le1/\sqrt2\), which admits a length \(\pi/2\) in every phase interval of length \(\pi\). This is the origin of the equality, and it is an equality of phase. To translate it into depth or energy we need \(T\) and \(\Phi\) as functions of both.

## Transmission through the top

Set \(z=\pi x/d\) and define

\[
E_R=\frac{\hbar^2\pi^2}{2md^2},\qquad q=\frac{V_0}{4E_R},\qquad a=\frac{E}{E_R}.
\]

The Schrödinger equation becomes Mathieu's equation,

\[
y''+(a-2q\cos2z)y=0 .
\]

The top lies at \(a=2q\), and a deep lattice means \(q\gg1\). Near the maximum, \(V\simeq V_0/2-V_0\pi^2x^2/d^2\). Comparison with \(-\tfrac12m\omega^2x^2\) gives

\[
\omega=\frac{\pi}{d}\sqrt{\frac{2V_0}{m}},\qquad
\hbar\omega=2\sqrt{E_RV_0}=4\sqrt q\,E_R .
\]

We measure energy from the top by \(\varepsilon=(E-V_0/2)/(\hbar\omega)\), so \(a-2q=4\sqrt q\,\varepsilon\), and take \(|\varepsilon|\) of order one or smaller. Because \(\cos2z=1-2\sin^2z\), the bracket in Mathieu's equation is \(4\sqrt q\,\varepsilon+4q\sin^2z\). With \(u^2=2\sqrt q\,z^2\), division by \(2\sqrt q\) yields

\[
\frac{d^2\psi}{du^2}+\left(2\varepsilon+u^2-\frac{u^4}{6\sqrt q}+\dots\right)\psi=0 .
\]

The first neglected term carries a factor \(1/\sqrt q\), which sets the scale of the corrections below, up to a further factor of order \(\ln q\) in the phase. Without it, a solution is

\[
\psi(u)=e^{iu^2/2}\int_0^\infty t^{-1/2-i\varepsilon}e^{i(t^2+2ut)}\,dt ,
\]

with the contour turned slightly into the upper half-plane at large \(t\) for convergence. To verify it, write \(\psi=e^{iu^2/2}f\), which must satisfy \(f''+2iuf'+(i+2\varepsilon)f=0\). Under the integral, \(f''\) brings down \(-4t^2\). In \(2iuf'\), the factor \(2iut\,e^{2iut}\) equals \(t\,\partial_te^{2iut}\). Integration by parts, with vanishing end terms, turns \(2iuf'\) into the factor

\[
-2i\left(\tfrac12-i\varepsilon+2it^2\right)=-i-2\varepsilon+4t^2 .
\]

The three contributions cancel.

For \(u\to+\infty\) the integral comes from small \(t\), where \(t^2\) can be dropped:

\[
\psi\simeq\Gamma(\tfrac12-i\varepsilon)\,e^{i\pi/4}e^{\pi\varepsilon/2}(2u)^{-1/2+i\varepsilon}e^{iu^2/2}.
\]

This is a purely outgoing wave. For \(u\to-\infty\) the exponent also has a stationary point at \(t=|u|\). It contributes the incoming wave

\[
\sqrt\pi\,e^{i\pi/4}|u|^{-1/2-i\varepsilon}e^{-iu^2/2},
\]

while small \(t\) supplies the reflected wave. The factors \(|u|^{-1/2}\) are the usual WKB factors and cancel in the flux ratio. With \(|\Gamma(\tfrac12+i\varepsilon)|^2=\pi/\cosh\pi\varepsilon\),

\[
T=\frac{|\Gamma(\tfrac12-i\varepsilon)|^2e^{\pi\varepsilon}}{2\pi}
=\frac{e^{\pi\varepsilon}}{2\cosh\pi\varepsilon}
=\frac1{1+e^{-2\pi\varepsilon}} .
\]

At \(\varepsilon=0\) this is one half. It is a leading-order value: direct integration through the cosine cell gives 0.5052 at \(q=100\) and 0.5012 at \(q=1600\). The excess shrinks by about four when \(\sqrt q\) grows by four.

## The phase of a cell

The ratio of the outgoing wave at \(u=L\) to the incoming wave at \(u=-L\) has the phase

\[
L^2+\varepsilon\ln(2L^2)-\arg\Gamma(\tfrac12+i\varepsilon).
\]

Choose \(L\gg1\) with \(L^4\ll\sqrt q\), so that the parabola is still accurate at \(L\) and ordinary WKB already holds. From there to the two minima, with \(z_L^2=L^2/(2\sqrt q)\), WKB adds

\[
2\int_{z_L}^{\pi/2}\!\!\sqrt{4q\sin^2z+4\sqrt q\,\varepsilon}\;dz
\simeq 4\sqrt q\int_{z_L}^{\pi/2}\!\!\sin z\,dz+2\varepsilon\int_{z_L}^{\pi/2}\!\frac{dz}{\sin z}.
\]

The integrals are \(\cos z_L\simeq1-z_L^2/2\) and \(-\ln\tan(z_L/2)\simeq\ln(2/z_L)\). The added phase is therefore

\[
4\sqrt q-L^2+\varepsilon\ln\frac{8\sqrt q}{L^2}.
\]

In the sum the arbitrary matching point \(L\) drops out:

\[
\boxed{\;\Phi=4\sqrt q+\varepsilon\ln(16\sqrt q)-\arg\Gamma(\tfrac12+i\varepsilon)\;}
\]

The derivative of \(\arg\Gamma(\tfrac12+i\varepsilon)\) at zero is the digamma function at \(\tfrac12\), equal to \(-\gamma-2\ln2\), where \(\gamma\) is Euler's constant. The slope of the phase at the top is thus

\[
\Lambda=\left.\frac{d\Phi}{d\varepsilon}\right|_0=\ln(64\sqrt q)+\gamma .
\]

A classical particle lingers near an unstable equilibrium, and at the top its crossing time would diverge. The wave nature cuts this divergence off and leaves a logarithm of the depth. When no band edge lies at the top, that logarithm decides how nearly equal phases become equal energies.

## Band edges and equal steps in depth

At an edge \(\cos^2\Phi=T\), so \(\tan^2\Phi=1/T-1=e^{-2\pi\varepsilon}\). With \(\theta(\varepsilon)=\arctan e^{-\pi\varepsilon}\), the gap around \(\Phi=n\pi\) has the edges

\[
b_n:\ \Phi+\theta=n\pi,\qquad a_n:\ \Phi-\theta=n\pi .
\]

These are the Mathieu characteristic values. Gaps are \([b_n,a_n]\), and bands are \([a_n,b_{n+1}]\). The band share of the phase at fixed \(\varepsilon\) is

\[
1-\frac{2\theta}{\pi}=\frac2\pi\arcsin\sqrt T .
\]

For \(\varepsilon\) negative, with \(|\varepsilon|\) large compared with one but \(\varepsilon^2\) still small compared with \(\sqrt q\), the share tends to \((2/\pi)e^{-\pi|\varepsilon|}\), which describes narrow tunnelling bands. For positive \(\varepsilon\) in the same range, the gaps have this share instead. The top is the point of balance between the two.

This balance can be seen without any energy width. Hold the energy at the top and increase the depth. Then \(\theta=\pi/4\) and \(\Phi=4\sqrt q\), so the edges cross the top at

\[
b_n:\ \sqrt q=\frac\pi4\left(n-\frac14\right),\qquad
a_n:\ \sqrt q=\frac\pi4\left(n+\frac14\right).
\]

The top lies alternately in a gap and in a band, each for a step \(\pi/8\) of \(\sqrt q\), and hence for equal steps of \(\sqrt{V_0}\). From the characteristic values around \(n=40\), the gap step is 0.3919 and the band step 0.3935, against \(\pi/8=0.3927\). The band share is 0.501. If the energy is held at \(\varepsilon=-0.3\) or \(+0.3\) instead, the share is 0.237 or 0.764, in agreement with the arcsine formula to about 0.0004. The share thus follows the transmission, and one half belongs to the top.

## Equal energy widths at a common edge

In one lattice of fixed depth, moving through a band or gap changes \(\varepsilon\) and therefore \(T\). Equal energy widths need a further argument, which rests on two symmetries. Since \(\arctan s+\arctan(1/s)=\pi/2\) for \(s>0\), the function \(\theta-\pi/4\) is odd in \(\varepsilon\). Since \(\Gamma(\tfrac12-i\varepsilon)\) is the complex conjugate of \(\Gamma(\tfrac12+i\varepsilon)\), the function \(\Phi-4\sqrt q\) is odd as well.

Suppose that \(b_n\) lies at the top. Then \(4\sqrt q=n\pi-\pi/4\). The neighbouring edges \(a_{n-1}\) and \(a_n\) both belong to the function \(F=\Phi-\theta\), whose value at the top is

\[
F(0)=n\pi-\frac\pi4-\frac\pi4=n\pi-\frac\pi2 .
\]

The lower neighbour requires \(F=(n-1)\pi\), a step \(-\pi/2\). The upper one requires \(F=n\pi\), a step \(+\pi/2\). Because \(F-F(0)\) is odd, the two edges are equally far from the top. The band below and the gap above have equal energy widths at this order. The slope \(\theta'(0)=-\pi/2\) gives \(F'(0)=\Lambda+\pi/2\), so to linear order

\[
W_b\simeq\hbar\omega\,\frac{\pi/2}{\Lambda+\pi/2}.
\]

If \(a_n\) lies at the top, then \(4\sqrt q=n\pi+\pi/4\), and the neighbours \(b_n\) and \(b_{n+1}\) belong to \(G=\Phi+\theta\). Here \(G(0)=n\pi+\pi/2\), so the phase steps are again \(\mp\pi/2\). The gap is now below and the band above, with

\[
W_a\simeq\hbar\omega\,\frac{\pi/2}{\Lambda-\pi/2}.
\]

The physical reading is simple. Below the top the barrier is more opaque, so bands are squeezed and gaps widened. Above it, gaps are squeezed and bands widened. With \(b_n\) at the top, both neighbours are squeezed by the same amount; with \(a_n\) at the top, both are widened by the same amount. The transmission does vary across each interval, but its effect on the two widths is the same.

## When no edge is at the top

Now let a gap be centred on the top in phase, \(4\sqrt q=n\pi\). Linearize with \(\Phi\simeq n\pi+\Lambda\varepsilon\) and \(\theta\simeq\pi/4-\pi\varepsilon/2\). The four nearest edges, in rising order, are

\[
\begin{aligned}
a_{n-1}&:\ \varepsilon=-\frac{3\pi/4}{\Lambda+\pi/2},&
b_n&:\ \varepsilon=-\frac{\pi/4}{\Lambda-\pi/2},\\
a_n&:\ \varepsilon=\frac{\pi/4}{\Lambda+\pi/2},&
b_{n+1}&:\ \varepsilon=\frac{3\pi/4}{\Lambda-\pi/2}.
\end{aligned}
\]

Divide the width of the upper band by that of the gap, and multiply numerator and denominator by \((\Lambda+\pi/2)(\Lambda-\pi/2)\):

\[
\frac{\text{band above}}{\text{gap}}
=\frac{3(\Lambda+\pi/2)-(\Lambda-\pi/2)}{(\Lambda+\pi/2)+(\Lambda-\pi/2)}
=1+\frac\pi\Lambda .
\]

The same calculation for the lower band has the numerator \(3(\Lambda-\pi/2)-(\Lambda+\pi/2)=2\Lambda-2\pi\), and its ratio is \(1-\pi/\Lambda\). Equality is still approached in the limit of infinite depth, but only as \(1/\ln q\). To bring \(\pi/\Lambda\) down to 0.1 would require \(q\) of order \(10^{23}\).

## Numbers for an electron

Take an electron with its free mass in a model lattice with \(d=10\) nm and \(V_0=1.34\) eV. The recoil energy is \(E_R=3.7603\) meV, so

\[
q=\frac{1340}{4\times3.7603}=89.09,\qquad
\hbar\omega=4\sqrt{89.09}\times3.7603\ \text{meV}=142.0\ \text{meV}.
\]

The phase at the top is \(4\sqrt q=12.018\,\pi\), so the twelfth gap is almost centred there. The characteristic values, measured from the top, are

| Edge | Energy (meV) | Phase formula (meV) |
|---|---:|---:|
| \(a_{11}\) | −42.2 | −42.0 |
| \(b_{12}\) | −22.4 | −22.1 |
| \(a_{12}\) | 11.8 | 12.2 |
| \(b_{13}\) | 60.7 | 60.8 |

The gap is \(11.8+22.4=34.2\) meV wide. The band below it has 19.8 meV and the band above it 48.9 meV, which are 0.58 and 1.43 times the gap. The linear estimate uses \(\Lambda=\ln(64\sqrt{89.09})+\gamma=6.98\), hence \(\pi/\Lambda=0.45\), and predicts 0.55 and 1.45 for an exactly centred gap, where the computed ratios are 0.60 and 1.47. With the offset \(0.018\,\pi\) of this lattice included, the same linearization gives 0.53 and 1.41. In both cases it lies somewhat below the computed ratios. The inequality is a direct effect of the changing transmission: the formula for \(T\) gives 0.13 at \(a_{11}\) and 0.94 at \(b_{13}\).

Next, tune the depth so that \(b_{12}\) is at the top. The crossing rule gives \(\sqrt q=11.75\,\pi/4=9.228\), or \(q=85.16\). The characteristic value itself requires \(q=85.10\), which is \(V_0=1.280\) eV. Now \(\hbar\omega=138.8\) meV and \(\Lambda=6.958\), so

\[
W_b\simeq138.8\ \text{meV}\times\frac{1.571}{6.958+1.571}=25.6\ \text{meV}.
\]

The computed band below is 26.2 meV wide and the gap above 26.0 meV. Their ratio is 1.008.

At \(V_0=1.391\) eV the edge \(a_{12}\) is at the top. With \(\hbar\omega=144.6\) meV and \(\Lambda=7.000\), the estimate is

\[
W_a\simeq144.6\ \text{meV}\times\frac{1.571}{7.000-1.571}=41.8\ \text{meV}.
\]

The computed gap is 41.6 meV and the band 42.4 meV, with ratio 1.019. Both widths are much larger than in the previous case, as the two denominators require.

Deeper lattices separate the two kinds of convergence. From \(n=12\) to 48 to 192, \(\sqrt q\) grows fourfold each time. With \(b_n\) at the top, the band-to-gap ratio goes from 1.0077 to 1.0021 to 1.0006; with \(a_n\) at the top, from 1.019 to 1.0045 to 1.0011. These errors fall roughly as \(1/\sqrt q\), the size of the neglected quartic term. For a centred gap, the ratio for the band above falls only from 1.47 to 1.38 to 1.32.

The logarithmic correction was also tested on the phase formula alone, at the very large slope \(\Lambda=401.96\). There the two band-to-gap ratios agree with \(1\pm\pi/\Lambda\) within \(3(\pi/\Lambda)^2\).

The argument needs a deep, smooth lattice with a single barrier per period and non-zero curvature at its maximum. A jump of the potential inside the well would add reflections that the barrier formula does not contain. In a shallow lattice the quartic term is not small, and at a maximum without curvature \(\omega\) vanishes, so the parabolic transmission formula has no energy scale. Within its range, transmission one half gives equal shares of phase and equal steps of \(\sqrt{V_0}\). It gives nearly equal energy widths when the band and the gap meet at the top.

## Table of computed values

```
Lattice period d = 10.0 nm, depth V0 = 1.34 eV
Recoil energy E_R = 3.7603 meV, q = 89.089
Barrier quantum hbar*omega = 141.97 meV
Phase at top 4 sqrt(q)/pi = 12.0177
Phase slope Lambda = 6.9809, pi/Lambda = 0.4500
Edges from barrier top: computed, phase law (meV)
  a_11: -42.21, -41.96
  b_12: -22.40, -22.09
  a_12: 11.80, 12.17
  b_13: 60.72, 60.81
  width of band below: 19.81, 19.87 meV
  width of gap at top: 34.20, 34.26 meV
  width of band above: 48.92, 48.64 meV
  band/gap below 0.579, above 1.431
Depth tuned so that an edge is at the top:
  b_12: V0 = 1.28005 eV, q = 85.1032, hbar*omega = 138.76 meV
    band 26.198, gap 25.997, linear estimate 25.556 meV
    band/gap = 1.00773, Lambda = 6.9580
  a_12: V0 = 1.39064 eV, q = 92.4556, hbar*omega = 144.63 meV
    band 42.389, gap 41.602, linear estimate 41.848 meV
    band/gap = 1.01892, Lambda = 6.9995
Bloch test q = 100, k d/pi = 0.3: Re(1/tau) = 0.5877853, cos(kd) = 0.5877853
One cell: q, eps, T computed, T law, phase error (rad)
  100, -0.3, 0.13334, 0.13182, +0.00954
  100, +0.0, 0.50523, 0.50000, +0.01760
  100, +0.3, 0.86923, 0.86818, +0.00983
  1600, -0.3, 0.13219, 0.13182, +0.00316
  1600, +0.0, 0.50123, 0.50000, +0.00544
  1600, +0.3, 0.86852, 0.86818, +0.00316
Band share of depth steps, n = 40: eps, computed, law
  -0.3, 0.23696, 0.23654
  +0.0, 0.50099, 0.50000
  +0.3, 0.76390, 0.76346
Steps of sqrt(q) at top: gap 0.39194, band 0.39349, pi/8 = 0.39270
Band/gap ratios: b_n at top, a_n at top; centred gap: below, above
  n = 12, centred q = 88.8, Lambda = 6.979: 1.00773, 1.01892; 0.601, 1.470
  n = 48, centred q = 1421.2, Lambda = 8.366: 1.00211, 1.00454; 0.659, 1.381
  n = 192, centred q = 22739.6, Lambda = 9.752: 1.00056, 1.00110; 0.702, 1.324
Phase law at Lambda = 401.96: below 0.01348, above 0.01369, pi/Lambda = 0.00782
```
